**Energy and force errors in a plane-wave self-consistency loop**

To leading order the force error ΔF and the Kohn-Sham energy error ΔE obey |ΔF| ≤ √(2kΔE), where k = −⟨g|χ|g⟩, g is the derivative of the ionic potential with respect to an ion coordinate, and χ is the full static density response. The program treats four electrons and two Gaussian ions in a periodic cube, with Slater exchange. It asserts that the force and k agree with finite differences of converged energies, and that orbitals from a displaced ion reach the bound within 2 percent. By scaling a density error, it asserts second order for the Kohn-Sham and Harris-Foulkes energies and first order for the eigenvalue sum and the force. It also asserts that a correction with the true density derivative removes the first-order force error, while one with a rigid atomic density does not. In the mixing run it asserts the bound for energy errors below 10⁻⁴ Ha, and that the remainder estimated from successive energy drops does not exceed the true one by more than 10 percent for energy errors between 10⁻¹⁰ and 10⁻⁵ Ha. The output gives k = 0.191 Ha/bohr², so a force tolerance of 10⁻⁴ Ha/bohr requires an energy error below 2.6×10⁻⁸ Ha. The fitted slope of log|ΔF| against log ΔE in the run is 0.60 rather than 0.5, and the force error rises temporarily after cycle 9.

## Numerical check

```python
"""Result under test: in a self-consistency loop the Kohn-Sham energy error dE
is second order in the density error, the Hellmann-Feynman force error dF is
first order, and |dF| <= sqrt(2 k dE) to leading order.
k = -<g|chi|g>, g = d(v_ion)/dX, chi = full static density response,
X = x coordinate of ion B. Hartree atomic units; ion-ion energy omitted.
Model: periodic cube, Gamma point, Slater exchange, rigid Gaussian ions.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANG = physical_constants["Bohr radius"][0] * 1e10

cell, cutoff, mesh, n_occ = 7.0, 6.0, 16, 2
volume = cell**3
charge_a, width_a, pos_a = 3.0, 0.8, np.array([2.0, 3.4, 3.6])
charge_b, width_b, pos_b = 1.0, 0.5, np.array([4.9, 3.4, 3.6])
guess_width, mixing, shift = 1.0, 0.5, 0.01

freq = np.rint(np.fft.fftfreq(mesh, 1.0 / mesh)).astype(int)
index = np.stack(np.meshgrid(freq, freq, freq, indexing="ij"), axis=-1)
G = 2 * np.pi / cell * index
G2 = np.sum(G**2, axis=-1)
coulomb = np.where(G2 > 0, 4 * np.pi / np.where(G2 > 0, G2, 1.0), 0.0)
inside = np.all(np.abs(index) < mesh // 2, axis=-1)  # drop unpaired waves
in_basis = G2 / 2 <= cutoff
basis = index[in_basis]
kinetic = G2[in_basis] / 2
pair = (basis[:, None, :] - basis[None, :, :]) % mesh
pair = (pair[..., 0], pair[..., 1], pair[..., 2])
# The mesh must hold every product of two basis functions without aliasing.
assert 2 * np.max(np.abs(basis)) < mesh // 2


def integral(f):
    return np.sum(f) * volume / mesh**3


def to_real(coefficients):
    return np.fft.ifftn(coefficients * inside).real * mesh**3


def gaussian(charge, width, position):
    """Fourier coefficients of a normalized Gaussian times charge."""
    return charge / volume * np.exp(-width**2 * G2 / 2 - 1j * (G @ position))


def ion_potential(x_shift=0.0):
    moved = pos_b + np.array([x_shift, 0.0, 0.0])
    total = gaussian(charge_a, width_a, pos_a)
    total = total + gaussian(charge_b, width_b, moved)
    return to_real(-coulomb * total)


def hartree_exchange(n):
    """Energy and potential; cbrt also accepts tiny negative guess values."""
    v_h = np.fft.ifftn(coulomb * np.fft.fftn(n)).real
    v_x = -np.cbrt(3 / np.pi) * np.cbrt(n)
    return integral(n * (v_h / 2 + 0.75 * v_x)), v_h + v_x


def cycle(v_ion, n_in):
    """One pass: input density -> orbitals -> output density and energies."""
    e_in, v_in = hartree_exchange(n_in)
    h = np.fft.fftn(v_ion + v_in)[pair] / mesh**3
    h[np.diag_indices(len(kinetic))] += kinetic
    eps, c = eigh(h, subset_by_index=[0, n_occ])
    n_out = np.zeros((mesh,) * 3)
    for j in range(n_occ):
        wave = np.zeros((mesh,) * 3, complex)
        wave[in_basis] = c[:, j]
        psi = np.fft.ifftn(wave) * mesh**3 / np.sqrt(volume)
        n_out += 2 * np.abs(psi)**2
    t = 2 * np.sum(kinetic[:, None] * np.abs(c[:, :n_occ])**2)
    e_out, v_out = hartree_exchange(n_out)
    band = 2 * np.sum(eps[:n_occ])
    return dict(n=n_out, v_in=v_in, v_out=v_out, band=band,
                gap=eps[n_occ] - eps[n_occ - 1],
                ks=t + integral(v_ion * n_out) + e_out,
                harris=band - integral(v_in * n_in) + e_in)


def converge(v_ion, n):
    history = []
    for _ in range(200):
        out = cycle(v_ion, n)
        history.append(out)
        residual = out["n"] - n
        if np.max(np.abs(residual)) < 1e-11:
            return history
        n = n + mixing * residual
    raise RuntimeError("self-consistency not reached")


# Reference solution and the derivatives of the ion-B potential
v0 = ion_potential()
b_coeff = -coulomb * gaussian(charge_b, width_b, pos_b)
g = to_real(-1j * G[..., 0] * b_coeff)
g2 = to_real(-G[..., 0]**2 * b_coeff)
guess = to_real(gaussian(charge_a, guess_width, pos_a)
                + gaussian(charge_b, guess_width, pos_b))
run = converge(v0, guess)
ref = run[-1]
n_ref, e_ref = ref["n"], ref["ks"]
force_ref = -integral(g * n_ref)
assert abs(integral(n_ref) - 2 * n_occ) < 1e-9
assert ref["gap"] > 0.03

# Force, response and curvature against displaced self-consistent energies
v_plus, v_minus = ion_potential(shift), ion_potential(-shift)
plus = converge(v_plus, n_ref)[-1]
minus = converge(v_minus, n_ref)[-1]
force_fd = -(plus["ks"] - minus["ks"]) / (2 * shift)
assert abs(force_fd - force_ref) < 1e-4
dn_dx = (plus["n"] - minus["n"]) / (2 * shift)
k = -integral(g * dn_dx)
curvature = (plus["ks"] - 2 * e_ref + minus["ks"]) / shift**2
k_energy = integral(g2 * n_ref) - curvature
assert k > 0 and abs(k_energy / k - 1) < 5e-3

# Orbitals left over from a displaced ion should reach the bound
stale_de = plus["ks"] + integral((v0 - v_plus) * plus["n"]) - e_ref
stale_df = abs(integral(g * (plus["n"] - n_ref)))
stale_ratio = stale_df / np.sqrt(2 * k * stale_de)
assert abs(stale_ratio - 1) < 0.02
assert abs(stale_de / (k * shift**2 / 2) - 1) < 0.04

# Orders of the errors: scale one fixed input-density error
direction = run[0]["n"] - n_ref
atom_dn = to_real(-1j * G[..., 0] * gaussian(charge_b, guess_width, pos_b))
scales = np.array([0.04, 0.02, 0.01])
errors = []
for s in scales:
    o = cycle(v0, n_ref + s * direction)
    dv = o["v_out"] - o["v_in"]
    df = -integral(g * o["n"]) - force_ref
    errors.append([o["ks"] - e_ref, o["harris"] - e_ref,
                   o["band"] - ref["band"], df,
                   df - integral(dv * dn_dx), df - integral(dv * atom_dn)])
    ks_formula = integral((o["n"] - n_ref) * dv) / 2
    harris_formula = integral(s * direction * dv) / 2
errors = np.array(errors)
orders = np.log2(np.abs(errors[-2] / errors[-1]))
assert np.all(np.abs(orders[:2] - 2) < 0.1)
assert np.all(np.abs(orders[2:4] - 1) < 0.1)
assert orders[4] > 1.7 and abs(errors[-1, 4]) < 0.1 * abs(errors[-1, 3])
assert abs(orders[5] - 1) < 0.2
assert abs(ks_formula / errors[-1, 0] - 1) < 0.05
assert abs(harris_formula / errors[-1, 1] - 1) < 0.05

# The actual loop: bound and the estimate from successive energy drops
e_run = np.array([o["ks"] for o in run])
de = e_run - e_ref
df_run = np.array([abs(integral(g * (o["n"] - n_ref))) for o in run])
rows = [i for i in range(len(run)) if de[i] > 1e-11]
ratio = {i: df_run[i] / np.sqrt(2 * k * de[i]) for i in rows}
estimate = {}
for i in rows:
    if i >= 2:
        drop, before = e_run[i-1] - e_run[i], e_run[i-2] - e_run[i-1]
        r = drop / before
        estimate[i] = drop * r / (1 - r)
late = [i for i in rows if de[i] < 1e-4]
assert len(late) >= 4
assert all(ratio[i] < 1.05 for i in late)
# Ten percent allows for terms beyond the linear regime.
checked = [i for i in rows if i >= 2 and 1e-10 < de[i] < 1e-5]
assert len(checked) >= 2
assert all(0 < estimate[i] < 1.1 * de[i] for i in checked)
# The error direction turns during mixing, hence the wide slope tolerance.
slope = np.polyfit(np.log(de[late]), np.log(df_run[late]), 1)[0]
assert abs(slope - 0.5) < 0.15

print(f"cell edge {cell:.1f} bohr; cutoff {cutoff:.1f} Ha; "
      f"plane waves {len(kinetic)}; mesh {mesh}^3")
print(f"ion A: charge {charge_a:.0f} e, width {width_a} bohr, "
      f"position {pos_a} bohr")
print(f"ion B: charge {charge_b:.0f} e, width {width_b} bohr, "
      f"position {pos_b} bohr")
print(f"electrons {2*n_occ}; guess width {guess_width} bohr; "
      f"mixing fraction {mixing}")
print(f"electronic energy {e_ref:.8f} Ha; gap {ref['gap']:.4f} Ha")
print(f"electronic force on B, x: formula {force_ref:.7f}, "
      f"energy difference {force_fd:.7f} Ha/bohr")
print(f"softening k: density response {k:.6f}, "
      f"energy curvature {k_energy:.6f} Ha/bohr^2")
print(f"displaced-ion orbitals, shift {shift} bohr: dE {stale_de:.4e} Ha, "
      f"|dF| {stale_df:.4e} Ha/bohr, ratio to bound {stale_ratio:.4f}")
print("Scaled density error (energies in Ha, forces in Ha/bohr)")
print("scale  E_KS  E_Harris  band_sum  F  F_corr_true  F_corr_atom")
for s, row in zip(scales, errors):
    print(f"{s:.2f} " + " ".join(f"{x: .3e}" for x in row))
print("order " + " ".join(f"{x:.3f}" for x in orders))
print(f"quadratic formulas at scale {scales[-1]}: KS {ks_formula:.3e}, "
      f"Harris {harris_formula:.3e} Ha")
print("Loop: cycle, dE (Ha), estimate from drops (Ha), "
      "|dF| (Ha/bohr), |dF|/bound")
for i in rows[:18]:
    est = f"{estimate[i]:.2e}" if i in estimate else "--"
    print(f"{i+1:2d}  {de[i]:.2e}  {est}  {df_run[i]:.2e}  {ratio[i]:.3f}")
print(f"slope of log|dF| against log dE, dE below 1e-4 Ha: {slope:.3f}")
stop = next(i for i in range(1, len(run))
            if abs(e_run[i] - e_run[i-1]) < 1e-6)
print(f"energy change first below 1e-6 Ha: cycle {stop+1}, "
      f"|dF| {df_run[stop]:.2e} Ha/bohr")
print(f"force error allowed by dE = 1e-6 Ha: "
      f"{np.sqrt(2*k*1e-6):.3e} Ha/bohr")
for f in (1e-3, 1e-4, 1e-5):
    limit = f**2 / (2 * k)
    first = next(i for i in range(len(run)) if np.all(de[i:] <= limit))
    print(f"force tolerance {f:.0e} Ha/bohr = "
          f"{f*HARTREE_EV/BOHR_ANG:.3e} eV/angstrom: dE limit "
          f"{limit:.3e} Ha = {limit*HARTREE_EV:.3e} eV, cycle {first+1}")
print("all assertions hold")
```

Output:

```
cell edge 7.0 bohr; cutoff 6.0 Ha; plane waves 251; mesh 16^3
ion A: charge 3 e, width 0.8 bohr, position [2.  3.4 3.6] bohr
ion B: charge 1 e, width 0.5 bohr, position [4.9 3.4 3.6] bohr
electrons 4; guess width 1.0 bohr; mixing fraction 0.5
electronic energy -0.93900941 Ha; gap 0.0674 Ha
electronic force on B, x: formula -0.0882174, energy difference -0.0882175 Ha/bohr
softening k: density response 0.191188, energy curvature 0.191194 Ha/bohr^2
displaced-ion orbitals, shift 0.01 bohr: dE 9.5622e-06 Ha, |dF| 1.9117e-03 Ha/bohr, ratio to bound 0.9997
Scaled density error (energies in Ha, forces in Ha/bohr)
scale  E_KS  E_Harris  band_sum  F  F_corr_true  F_corr_atom
0.04  6.015e-06 -1.647e-05 -3.996e-03 -7.254e-04 -7.526e-07  9.148e-05
0.02  1.504e-06 -4.118e-06 -1.998e-03 -3.624e-04 -1.899e-07  4.599e-05
0.01  3.762e-07 -1.030e-06 -9.992e-04 -1.811e-04 -4.884e-08  2.306e-05
order 2.000 2.000 1.000 1.001 1.959 0.996
quadratic formulas at scale 0.01: KS 3.762e-07, Harris -1.030e-06 Ha
Loop: cycle, dE (Ha), estimate from drops (Ha), |dF| (Ha/bohr), |dF|/bound
 1  2.90e-02  --  4.02e-02  0.382
 2  5.53e-03  --  9.72e-03  0.211
 3  3.46e-04  1.47e-03  2.94e-03  0.256
 4  4.74e-05  1.83e-05  9.19e-04  0.216
 5  7.38e-06  6.20e-06  2.79e-04  0.166
 6  1.34e-06  1.07e-06  8.14e-05  0.114
 7  2.81e-07  2.26e-07  2.19e-05  0.067
 8  6.48e-08  5.51e-08  4.66e-06  0.030
 9  1.59e-08  1.44e-08  1.37e-07  0.002
10  4.02e-09  3.79e-09  7.31e-07  0.019
11  1.04e-09  1.00e-09  6.73e-07  0.034
12  2.70e-10  2.64e-10  4.61e-07  0.045
13  7.09e-11  6.99e-11  2.83e-07  0.054
14  1.87e-11  1.85e-11  1.65e-07  0.062
slope of log|dF| against log dE, dE below 1e-4 Ha: 0.604
energy change first below 1e-6 Ha: cycle 8, |dF| 4.66e-06 Ha/bohr
force error allowed by dE = 1e-6 Ha: 6.184e-04 Ha/bohr
force tolerance 1e-03 Ha/bohr = 5.142e-02 eV/angstrom: dE limit 2.615e-06 Ha = 7.116e-05 eV, cycle 6
force tolerance 1e-04 Ha/bohr = 5.142e-03 eV/angstrom: dE limit 2.615e-08 Ha = 7.116e-07 eV, cycle 9
force tolerance 1e-05 Ha/bohr = 5.142e-04 eV/angstrom: dE limit 2.615e-10 Ha = 7.116e-09 eV, cycle 13
all assertions hold
```
